# Diffusivity of an interstitial hopping between tetrahedral sites in silicon

## Problem

A foreign atom sits in the open spaces of a silicon crystal without replacing any silicon atom. Its stable positions are the tetrahedral (T) sites, the largest holes of the diamond structure. There are eight of them in each cubic cell of edge $a$. From any T site the atom hops to each of the four nearest T sites at rate $k$, so it leaves the site at total rate $4k$.

(a) Find the diffusivity $D$ in terms of $k$ and $a$, and decide whether it depends on direction.

(b) For a model silver interstitial with a barrier of 1.0 eV, find $D$ and the distance spread at a process temperature of 1200 K and a temperature of use of 400 K. Judge which neglected effects matter.

The crystal is taken as perfect and free of fields. The interstitials are so dilute that they do not meet, and each hop is independent of the earlier ones. The diffusivity is defined by Fick's law, $\partial n/\partial t = D\nabla^2 n$. Multiplying by $R^2$ and integrating by parts twice, with $\nabla^2R^2=6$, gives $d\langle R^2\rangle/dt=6D$ for a normalized density $n$. Hence

$$\langle R^2\rangle = 6Dt,\qquad \langle z^2\rangle = 2Dt$$

for an atom that starts at the origin. The second relation follows in the same way from $\nabla^2 z^2=2$.

## First estimate by scaling

A diffusivity is a length squared divided by a time, so $D=Ck a^2$ with a pure number $C$. Eight T sites share the volume $a^3$, so each has the volume $(a/2)^3$ and the spacing is about $a/2$. The time for a hop is about $1/k$. Therefore

$$D\sim k\left(\frac a2\right)^2=\frac{k a^2}{4}.$$

This ignores the number of neighbours, the true hop length and the number of dimensions. It also assumes that successive hops do not systematically cancel or reinforce each other. That point needs care, because the available hop directions are not the same at every T site.

## Exact solution

### The lattice of T sites

Silicon atoms occupy the face-centred cubic (fcc) points and the same points shifted by $(a/4)(1,1,1)$. Along a cube diagonal, at fractions $0$ and $1/4$ of its length, there are atoms. The fractions $1/2$ and $3/4$ are empty, and these are T sites.

To see this, stand at $(a/2)(1,1,1)$. The nearest atoms of the shifted set lie at the displacements

$$\frac a4(-1,-1,-1),\quad \frac a4(-1,1,1),\quad \frac a4(1,-1,1),\quad \frac a4(1,1,-1),$$

which form a tetrahedron at distance $\sqrt3\,a/4$. The nearest atoms of the unshifted set are farther away, at $a/2$. The site at fraction $3/4$ has the same surroundings with all displacements reversed.

The T sites are thus the atomic positions translated by $(a/2)(1,1,1)$, and they form a diamond lattice of their own. It has two sublattices, called A (fraction $1/2$) and B (fraction $3/4$). From an A site the four hops are

$$\mathbf d_1=\frac a4(1,1,1),\quad \mathbf d_2=\frac a4(1,-1,-1),$$
$$\mathbf d_3=\frac a4(-1,1,-1),\quad \mathbf d_4=\frac a4(-1,-1,1),$$

and they all end on B. From a B site the hops are $-\mathbf d_i$ and end on A. The hop length obeys

$$d^2=3\left(\frac a4\right)^2=\frac{3a^2}{16},\qquad d=0.433\,a.$$

### Why successive hops are uncorrelated

Adding the four vectors component by component gives $1+1-1-1=0$ for $x$, and likewise for $y$ and $z$:

$$\sum_{i=1}^4\mathbf d_i=0 .$$

The mean hop is therefore zero from an A site, and also from a B site, where all signs are reversed.

Let $\mathbf R_n$ be the displacement after $n$ hops and $\mathbf r_{n+1}$ the next hop. Then

$$R_{n+1}^2=R_n^2+2\,\mathbf R_n\cdot\mathbf r_{n+1}+d^2 .$$

Average first over the next hop with the past held fixed. The past determines the sublattice, but on either one the four choices are equally likely and their mean is zero. The middle term vanishes, and since $R_0=0$,

$$\langle R_n^2\rangle=n d^2 .$$

After a hop $\mathbf d_1$ the atom can return, with cosine $-1$ between the two hops, or take one of three other hops, each with cosine $+1/3$. The mean is $\frac14(-1)+\frac34\cdot\frac13=0$. One full reversal is balanced by three partly forward hops.

### From hops to time

In a short time $dt$ the atom hops with probability $4k\,dt$, whatever site it occupies. The mean number of hops in time $t$ is therefore $4kt$. Because the total exit rate is the same everywhere, the number of hops carries no information about their directions, and the two averages can be taken one after the other:

$$\langle R^2(t)\rangle=4kt\,d^2=4kt\cdot\frac{3a^2}{16}=\frac34\,k a^2t .$$

Dividing by $6t$ gives

$$\boxed{D=\frac{k a^2}{8}}$$

There is no initial transient: the mean-square displacement is linear in time from the start. Direct propagation of the hopping probabilities gives $\langle R^2\rangle/a^2=0.075$, $0.375$ and $0.750$ at $kt=0.1$, $0.5$ and $1$, as the formula requires.

If the total exit rate $\Gamma=4k$ is used instead, the same result reads $D=\Gamma a^2/32$. A rate taken from a calculation must be identified as one or the other before it is inserted.

### Direction

For two Cartesian components $\alpha$ and $\beta$, let $s=+1$ on A and $s=-1$ on B. A hop changes $R_\alpha R_\beta$ to $(R_\alpha+s d_{i\alpha})(R_\beta+s d_{i\beta})$. Summing the changes over the four hops, each at rate $k$, gives

$$\frac{d}{dt}\langle R_\alpha R_\beta\rangle
=k\langle sR_\alpha\rangle\sum_i d_{i\beta}
+k\langle sR_\beta\rangle\sum_i d_{i\alpha}
+k\sum_i d_{i\alpha}d_{i\beta}.$$

The first two sums are zero. In the third, $s^2=1$ has been used. For $\alpha=\beta$ it contains four terms $a^2/16$. For $x$ and $y$ it is $(a^2/16)(1-1-1+1)=0$, and the other pairs behave alike. Thus

$$\langle R_\alpha R_\beta\rangle=\frac{k a^2}{4}\,t\,\delta_{\alpha\beta}=2Dt\,\delta_{\alpha\beta}.$$

The diffusivity is the same in all directions, although single hops follow only the cube diagonals.

### The same result from a density wave

Fick's law says that a density wave of wavevector $\mathbf q$ decays at rate $Dq^2$. The hopping model must agree at long wavelength. Let the occupations of A and B sites be $A_0e^{i\mathbf q\cdot\mathbf r-\gamma t}$ and $B_0e^{i\mathbf q\cdot\mathbf r-\gamma t}$, and define $S=\sum_i e^{i\mathbf q\cdot\mathbf d_i}$. Gain from the four neighbours and loss at rate $4k$ give

$$-\gamma A_0=kS B_0-4kA_0,\qquad -\gamma B_0=kS^*A_0-4kB_0 .$$

Moving the loss terms to the left and multiplying the two equations gives $(4k-\gamma)^2=k^2|S|^2$, so

$$\gamma_\pm=k\,(4\pm|S|).$$

For small $q$, the linear term of $S$ vanishes because $\sum_i\mathbf d_i=0$, and the quadratic term follows from $\sum_i d_{i\alpha}d_{i\beta}=(a^2/4)\delta_{\alpha\beta}$:

$$S=4-\frac12\sum_i(\mathbf q\cdot\mathbf d_i)^2+\dots=4-\frac{a^2q^2}{8}+\dots$$

The slow rate is $\gamma_-=k a^2q^2/8$, which is $Dq^2$ with the same $D$. The fast rate, $\gamma_+\approx8k$, describes how an unequal filling of the two sublattices evens out. Fick's law holds for disturbances that are long compared with $a$ and slow compared with this evening-out. A numerical solution at $qa=0.01$ gives $D/(ka^2)=0.125000$ along [100], [110], [111] and [123].

## Comparison of the two

The exact result is half the estimate. The ratio has three sources:

$$\frac{ka^2/8}{ka^2/4}=\underbrace{\frac{3/16}{1/4}}_{\text{hop length squared}}\times\underbrace{4}_{\text{neighbours}}\times\underbrace{\frac16}_{\text{definition of }D}=\frac12 .$$

The close agreement is partly luck, since the factors 4 and 1/6 nearly cancel. Had the estimate used the total rate $4k$, it would have been $ka^2$, eight times too large. Scaling fixes the form $ka^2$; the number needs the geometry.

## When hops have a memory

Suppose the chance of an immediate return is $p$ instead of $1/4$, the other three hops share $1-p$ equally, and the total rate stays $4k$. After a hop $\mathbf d_i$ the mean next hop is

$$-p\,\mathbf d_i-\frac{1-p}{3}\sum_{j\ne i}\mathbf d_j=-p\,\mathbf d_i+\frac{1-p}{3}\,\mathbf d_i=c\,\mathbf d_i,\qquad c=\frac{1-4p}{3},$$

where $\sum_{j\neq i}\mathbf d_j=-\mathbf d_i$. Repeating the argument, hops that are $m$ steps apart have the mean product $c^md^2$. Among $n$ hops there are $n-m$ such pairs, so

$$\langle R_n^2\rangle=nd^2+2d^2\sum_{m=1}^{n-1}(n-m)c^m .$$

For $|c|<1$ and large $n$ the sum tends to $n\,c/(1-c)$, and $D$ is multiplied by

$$f=1+\frac{2c}{1-c}=\frac{1+c}{1-c}=\frac{2(1-p)}{1+2p}.$$

For $p=1/4$ this is 1. For $p\to1$ it is zero: the atom rattles between two sites. For $p\to0$ it is 2. An illustrative $p=0.30$ gives $f=0.875$.

A related case arises if the midpoint of the hop, the hexagonal site, is itself a shallow minimum. Let $\kappa$ be the rate from a T site into each such midpoint. If the atom forgets there where it came from, symmetry sends it forward or back with equal chance. If its stay there is also negligible, then $k=\kappa/2$ and $D=\kappa a^2/16$.

## Numbers for a model silver interstitial

### The hop rate

The barrier $E=1.0$ eV is a rough, chosen value. Along the hop, let the energy be $V(s)=\frac E2[1-\cos(2\pi s/d)]$. Its curvature at the well is $V''=2\pi^2E/d^2$, so an atom of mass $m$ vibrates at

$$\nu=\frac1{2\pi}\sqrt{\frac{V''}{m}}=\frac1d\sqrt{\frac{E}{2m}} .$$

With $m=107.87$ u and $d=0.2352$ nm, $\nu=2.84$ THz.

In classical transition-state theory the rate through one saddle is the thermal one-way flux there divided by the weight of the well:

$$k=\frac{\sqrt{k_BT/2\pi m}\;e^{-E/k_BT}}{\sqrt{2\pi k_BT/V''}}=\nu\,e^{-E/k_BT}.$$

The denominator is the integral of $e^{-V''s^2/2k_BT}$ over $s$. Vibrations across the path cancel if they are the same at well and saddle, which is assumed. This can matter: if both frequencies across the path were 1.4 times higher at the saddle than in the well, $k$ would be about halved. This is the rate through one of four saddles, hence the rate per neighbour.

### Two temperatures

At 1200 K, $k_BT=0.1034$ eV and

$$k=2.84\times10^{12}\,e^{-1.00/0.1034}\ \text{s}^{-1}=1.8\times10^{8}\ \text{s}^{-1}.$$

With $a=5.431\times10^{-8}$ cm,

$$D=\frac{(1.795\times10^8)(5.431\times10^{-8})^2}{8}=6.6\times10^{-8}\ \text{cm}^2/\text{s},$$

or $6.6\times10^{-12}$ m²/s. In a 60 s anneal the root-mean-square spread along one axis is $\sqrt{2Dt}=28$ µm. The atom stays on a site for $1/(4k)=1.4$ ns on average, about 4000 vibration periods. This makes loss of memory plausible but does not prove it.

At 400 K, $k_BT=0.0345$ eV, $k=0.72$ s$^{-1}$ and $D=2.6\times10^{-16}$ cm²/s. Even so, ten years ($3.15\times10^8$ s) give a spread of 4.1 µm.

### What the model leaves out

**Barrier.** Lowering $E$ by 0.1 eV, with $\nu$ held fixed, multiplies $D$ by 2.6 at 1200 K and by 18 at 400 K. The geometrical factor 1/8 is exact for independent hops; the barrier is only a chosen value.

**Shape of the well.** Since $1-\cos x\le x^2/2$, the cosine well lies below its parabola and holds more thermal weight. If the same cosine is used on both sides of the T site, the full integral lowers $k$ by 2.9% at 1200 K and 0.9% at 400 K. In the crystal the side opposite to a hop faces a silicon atom, not another saddle, so the true well is not symmetric and these figures show only the size of the effect.

**Tunnelling.** For a parabolic barrier top with curvature of the same size as the well, set $u=h\nu/k_BT$ and let $x$ be the energy above the top in units of $k_BT$. The transmission is $1/(1+e^{-2\pi x/u})$, and its thermal average relative to the classical one is

$$\int_{-\infty}^{\infty}\frac{e^{-x}\,dx}{1+e^{-2\pi x/u}}=\frac{u/2}{\sin(u/2)}\approx1+\frac{u^2}{24}.$$

The integral converges only for $u<2\pi$, here above about 22 K. The increase is 0.05% at 1200 K and 0.5% at 400 K. Quantized vibration in the well along the path raises $k$ by about the same amount again.

**Thermal expansion.** A rough coefficient of $4\times10^{-6}$ K$^{-1}$ raises $a^2$ by 0.7% between 300 and 1200 K. With $k$ held fixed, $D$ rises equally. Expansion can also change the barrier, and this may matter more: if a barrier of 1.0 eV at the room-temperature lattice constant scaled as $a^{-6}$, the strain of 0.36% would lower it by 0.02 eV and raise $D$ at 1200 K by about 20%.

**Traps.** Let there be $N_t=10^{17}$ cm$^{-3}$ traps that bind the atom by $E_b=0.5$ eV, both chosen values. The density of T sites is $N_T=8/a^3=5.0\times10^{22}$ cm$^{-3}$. If the atom vibrates alike in both, a given trap is in equilibrium more likely to be occupied than a given T site by the factor $e^{E_b/k_BT}$, so the free fraction is

$$\frac{1}{1+(N_t/N_T)\,e^{E_b/k_BT}} .$$

Trapped atoms do not move, so $D$ is multiplied by this fraction: 0.9997 at 1200 K, but 0.20 at 400 K. The ten-year spread falls to 1.8 µm. This requires interstitials much rarer than traps and times much longer than the release time. If the atom leaves a trap over a barrier $E+E_b$ through any of four exits, with the same $\nu$, one exit takes $e^{(E+E_b)/k_BT}/(4\nu)=7\times10^5$ s at 400 K. A random walker on the diamond lattice visits its starting site about 1.8 times on average, so recapture by the same trap lengthens the escape to about $1.2\times10^6$ s, still far below ten years.

**Electric field.** If the atom carries one positive charge, a field $F$ changes each hop rate to $k\,e^{e\mathbf F\cdot\mathbf r/2k_BT}$, where $\mathbf r$ is the hop. To first order in $F$ the mean velocity is

$$\mathbf v=k\sum_i\mathbf d_i\,\frac{e\,\mathbf F\cdot\mathbf d_i}{2k_BT}=\frac{k a^2}{8}\,\frac{e\mathbf F}{k_BT}=\frac{D\,e\mathbf F}{k_BT}.$$

At 400 K and 0.1 MV/cm, an atom free of traps drifts across 1 µm in $1.3\times10^5$ s, about a day and a half. The diffusion time $W^2/2D$ for the same width $W$ is $1.9\times10^7$ s, some 145 times longer. In such a region the field, not diffusion, sets the transport.

Of the effects estimated here, the barrier matters at both temperatures. So can the vibrations across the path: if they are stiffer at the saddle than in the well, $D$ may be lower by a factor of about two. Traps and fields can matter greatly at 400 K; the effect of a field at 1200 K was not estimated. In these estimates the shape of the well, tunnelling and the growth of the hop length by thermal expansion change $D$ by only a few percent or less; a change of the barrier with expansion could matter more.

### The model beside real silicon

The one-minute anneal at 1200 K and the field of 0.1 MV/cm are chosen values. The barrier of 1 eV is a round value for a mobile metal atom, not a measured or computed result for silver, and the stability of silver on T sites and its charge are assumptions. Real silver can also occupy a silicon lattice site or bind to defects, which breaks the assumption of a perfect crystal. A measured profile then reflects the free fraction as well as $D$. For the chosen traps this lowers the 400 K diffusivity fivefold; stronger binding or more traps would lower it further. The model is not an upper bound either. Its prefactor $\nu a^2/8\approx10^{-3}$ cm²/s treats only the motion of the foreign atom and omits the entropy of the host atoms that relax during a hop, which can raise or lower it; together with the uncertain barrier this leaves $D$ for real silver open by orders of magnitude in either direction. The computed spreads are therefore model values for free interstitials, not predictions for a silver-contaminated wafer. The numerical output follows.

## Values computed for the example and the checks

```
GEOMETRY AND TESTS
T sites per cubic cell: 8
neighbouring T sites: 4
hop length / a: 0.43301
D/(k a^2) from density waves, lowest: 0.125000
D/(k a^2) from density waves, highest: 0.125000
<R^2>/a^2 by propagation at k t = 0.1: 0.07500
<R^2>/a^2 by propagation at k t = 0.5: 0.37500
<R^2>/a^2 by propagation at k t = 1.0: 0.75000
EXAMPLE: MODEL SILVER INTERSTITIAL IN SILICON
lattice constant a: 0.5431 nm
hop length: 0.2352 nm
silver mass: 107.87 u
barrier (rough, chosen): 1.00 eV
attempt frequency: 2.844 THz
AT 1200 K
  thermal energy kB T: 0.10341 eV
  hop rate k per neighbour: 1.795e+08 1/s
  mean residence time 1/(4k): 1.393e-09 s
  diffusivity D: 6.618e-08 cm2/s
  D factor, barrier lower by 0.1 eV: 2.63
  rate factor, anharmonic well: 0.9710
  rate factor, tunnelling: 1.00054
  D factor, traps (free fraction): 0.9997
AT 400 K
  thermal energy kB T: 0.03447 eV
  hop rate k per neighbour: 7.152e-01 1/s
  mean residence time 1/(4k): 3.495e-01 s
  diffusivity D: 2.637e-16 cm2/s
  D factor, barrier lower by 0.1 eV: 18.19
  rate factor, anharmonic well: 0.9911
  rate factor, tunnelling: 1.00485
  D factor, traps (free fraction): 0.2003
MAIN RESULTS AND OTHER NEGLECTED EFFECTS
D at 1200 K, converted: 6.618e-12 m2/s
vibrations per residence, 1200 K: 3961
anneal time: 60 s
one-axis spread in anneal, 1200 K: 28.18 um
service time (ten years): 3.154e+08 s
one-axis spread in service, 400 K: 4.078 um
same with traps: 1.825 um
trap density (chosen): 1.0e+17 1/cm3
T-site density: 4.994e+22 1/cm3
trap binding (chosen): 0.50 eV
trap release time, 400 K: 6.97e+05 s
expansion coefficient (rough): 4.0e-06 1/K
D increase from expansion, 300 to 1200 K: 0.72 %
D factor, return chance 0.30: 0.8750
field (chosen): 0.10 MV/cm
field region width (chosen): 1.0 um
drift time across it, 400 K: 1.31e+05 s
diffusion time width^2/(2D), 400 K: 1.90e+07 s
```
